# Kissinger's Relation and the Role of First-Order Kinetics: a program that tests the result

```python
# RESULT UNDER TEST: Kissinger's relation for a linear temperature ramp,
#     ln(beta/Tp^2) = -E/(kB*Tp) + ln(A*kB/E),
# exact for d(alpha)/dt = k(T)*(1-alpha), with k(T) = A*exp(-E/(kB*T)).
# beta: heating rate (K/s); Tp: temperature of maximum rate (K);
# alpha: transformed fraction; c = 1-alpha: remaining fraction;
# E: activation energy (eV); A: prefactor (1/s); x = E/(kB*Tp).
# For a general law d(alpha)/dt = k*f(alpha), the peak obeys
#     beta*E/(kB*Tp^2) = F*k(Tp), with F = -f'(alpha_peak).
# Peaks are found from integrated kinetics and numerical slopes of the
# log rate, and are then compared with the closed formulas.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import expn, lambertw

KB = physical_constants["Boltzmann constant in eV/K"][0]
E = 2.0
A = 1.0e21
SEED = 0.01          # constant a of the autocatalytic law
GROWTH_DIM = 3       # exponent m for growth of pre-existing nuclei
RATES_MIN = np.array([2.0, 5.0, 10.0, 20.0, 50.0])   # K/min
T_COLD = 300.0
MIDDLE = 2           # index of the 10 K/min ramp


def rate_constant(T):
    return A * np.exp(-E / (KB * T))


# Reaction laws f written in terms of the remaining fraction c.
LAWS = {
    "first order": lambda c: c,
    "second order": lambda c: c**2,
    "order 2/3": lambda c: c**(2.0 / 3.0),
    "autocatalytic": lambda c: c * (SEED + 1.0 - c),
}
ORDERS = {"first order": 1.0, "second order": 2.0, "order 2/3": 2.0 / 3.0}
GROWTH = "3D growth"


def locate_maximum(log_rate, T_low, T_high):
    """Coarse grid search, then zero of a fourth-order numerical slope."""
    grid = np.arange(T_low, T_high, 0.25)
    T_guess = grid[np.argmax(log_rate(grid))]
    d = 0.1

    def slope(T):
        return (8 * (log_rate(T + d) - log_rate(T - d))
                - (log_rate(T + 2 * d) - log_rate(T - 2 * d))) / (12 * d)

    return brentq(slope, T_guess - 0.5, T_guess + 0.5, xtol=1e-10)


def simulate_peak(name, beta, T_start=T_COLD, c_start=1.0):
    """Integrate the kinetics; return peak temperature and alpha there."""
    options = dict(method="DOP853", rtol=1e-12, atol=1e-14,
                   max_step=1.0, dense_output=True)
    if name == GROWTH:
        # theta = reduced radius of the growing grains
        def stop(T, y):
            return y[0] - 3.0
        stop.terminal = True
        run = solve_ivp(lambda T, y: [rate_constant(T) / beta],
                        (T_start, 520.0), [0.0], events=stop, **options)

        def remaining(T):
            return np.exp(-run.sol(T)[0]**GROWTH_DIM)

        def log_rate(T):
            theta = run.sol(T)[0]
            return (np.log(GROWTH_DIM * rate_constant(T))
                    + (GROWTH_DIM - 1) * np.log(theta) - theta**GROWTH_DIM)
    else:
        law = LAWS[name]

        def stop(T, y):
            return y[0] - 0.02
        stop.terminal = True
        run = solve_ivp(
            lambda T, y: -rate_constant(T) / beta * law(np.maximum(y, 0.0)),
            (T_start, 520.0), [c_start], events=stop, **options)

        def remaining(T):
            return run.sol(T)[0]

        def log_rate(T):
            return np.log(rate_constant(T) * law(remaining(T)))
    T_peak = locate_maximum(log_rate, max(T_start + 1.0, 400.0),
                            run.t[-1] - 1.0)
    return T_peak, 1.0 - remaining(T_peak)


def h_function(x):
    return x * np.exp(x) * expn(2, x)


def closed_form(name, h):
    """Derived F and alpha at the peak for a ramp from a cold start."""
    if name == "first order":
        return 1.0, 1.0 - np.exp(-h)
    if name in ORDERS:
        n = ORDERS[name]
        c = (1.0 - h * (n - 1) / n)**(1.0 / (n - 1))
        return n - (n - 1) * h, 1.0 - c
    if name == GROWTH:
        L = 1.0 - (1.0 - h) / GROWTH_DIM
        return h * L**(-1.0 / GROWTH_DIM), 1.0 - np.exp(-L)

    def balance(a):
        g = np.log((SEED + a) / (SEED * (1.0 - a))) / (1.0 + SEED)
        return (2 * a + SEED - 1.0) * g - h
    alpha = brentq(balance, 0.5, 1.0 - 1e-9, xtol=1e-13)
    return 2 * alpha + SEED - 1.0, alpha


def kissinger_fit(beta, T_peak):
    slope, intercept = np.polyfit(1.0 / T_peak, np.log(beta / T_peak**2), 1)
    E_fit = -slope * KB
    return E_fit, np.exp(intercept) * E_fit / KB


betas = RATES_MIN / 60.0
names = ["first order", "second order", "order 2/3", GROWTH, "autocatalytic"]
results = {}
for name in names:
    peaks = np.array([simulate_peak(name, b) for b in betas])
    Tp, alpha_p = peaks[:, 0], peaks[:, 1]
    x = E / (KB * Tp)
    F = betas * E / (KB * Tp**2) / rate_constant(Tp)
    for i in range(len(betas)):
        F_formula, alpha_formula = closed_form(name, h_function(x[i]))
        assert abs(F[i] - F_formula) < 5e-6, (name, F[i], F_formula)
        assert abs(alpha_p[i] - alpha_formula) < 5e-6, (name, alpha_p[i])
    E_fit, A_fit = kissinger_fit(betas, Tp)
    results[name] = dict(Tp=Tp, alpha=alpha_p, x=x, F=F, E=E_fit, A=A_fit)

# First order: explicit peak temperature, and recovery of E and A.
first = results["first order"]
T_lambert = E / (2 * KB * lambertw(0.5 * np.sqrt(A * E / (KB * betas))).real)
assert np.max(np.abs(first["Tp"] - T_lambert)) < 1e-5
assert abs(first["E"] - E) < 1e-5
assert abs(first["A"] / A - 1) < 1e-3

# Small slope error of other laws: E_app/E - 1 = 2c/x^2 to leading order.
# The next term is smaller by several parts in x, hence the 25 % tolerance.
coefficient = {"second order": 1.0, "order 2/3": -1.0 / 3.0,
               GROWTH: -(1.0 - 1.0 / GROWTH_DIM**2)}
leading = {}
for name, c_value in coefficient.items():
    r = results[name]
    leading[name] = 2 * c_value / r["x"][MIDDLE]**2
    assert abs((r["E"] / E - 1) / leading[name] - 1) < 0.25, name

# Autocatalytic law: slope nearly right, prefactor clearly wrong.
auto = results["autocatalytic"]
assert abs(auto["E"] / E - 1) < 0.01
assert auto["A"] / A < 0.5

# History: late start with 30 % already transformed.
T_LATE, C_LATE = 430.0, 0.7
shift = {}
for name in ("first order", "second order"):
    T_new, _ = simulate_peak(name, betas[MIDDLE], T_LATE, C_LATE)
    shift[name] = T_new - results[name]["Tp"][MIDDLE]
assert abs(shift["first order"]) < 1e-5
assert abs(shift["second order"]) > 1.0

print(f"Boltzmann constant = {KB:.6e} eV/K")
print(f"activation energy E = {E:.3f} eV, prefactor A = {A:.2e} 1/s")
print(f"E/kB = {E / KB:.2f} K, ln(A*kB/E) = {np.log(A * KB / E):.4f}"
      " (A*kB/E in 1/(K s))")
print("FIRST ORDER, simulated peaks")
for i, b in enumerate(RATES_MIN):
    T = first["Tp"][i]
    print(f"beta = {b:4.0f} K/min = {betas[i]:.5f} K/s: Tp = {T:.3f} K,"
          f" 1000/Tp = {1000 / T:.5f} 1/K,"
          f" ln(beta/Tp^2) = {np.log(betas[i] / T**2):.4f}")
print(f"largest |Tp(simulated) - Tp(Lambert W)| ="
      f" {np.max(np.abs(first['Tp'] - T_lambert)):.1e} K")
T1, T2 = first["Tp"][0], first["Tp"][-1]
E_two = KB * np.log(betas[-1] * T1**2 / (betas[0] * T2**2)) / (1/T1 - 1/T2)
print(f"E from the slowest and fastest ramps alone = {E_two:.5f} eV")
xm = first["x"][MIDDLE]
Tm = first["Tp"][MIDDLE]
print("FIRST ORDER at 10 K/min")
print(f"x = E/(kB*Tp) = {xm:.3f}, h(x) = {h_function(xm):.5f},"
      f" 1-2/x+6/x^2 = {1 - 2 / xm + 6 / xm**2:.5f}")
print(f"k(Tp) = {rate_constant(Tm):.5f} 1/s,"
      f" beta*E/(kB*Tp^2) = {betas[MIDDLE] * E / (KB * Tm**2):.5f} 1/s")
print(f"temperature scale kB*Tp^2/E = {KB * Tm**2 / E:.3f} K")
print("ALL LAWS: peak data at 10 K/min, then fit over all five ramps")
for name in names:
    r = results[name]
    print(f"{name}: Tp = {r['Tp'][MIDDLE]:.3f} K,"
          f" alpha_p = {r['alpha'][MIDDLE]:.4f}, F = {r['F'][MIDDLE]:.4f}")
    print(f"   fitted E = {r['E']:.5f} eV, fitted A / true A ="
          f" {r['A'] / A:.4f}")
print("RELATIVE ERROR OF FITTED E: simulated, and leading term 2c/x^2")
for name in coefficient:
    print(f"{name}: {results[name]['E'] / E - 1:+.2e},"
          f" {leading[name]:+.2e}")
print(f"autocatalytic constant a = {SEED:.2f}; relative error of E ="
      f" {auto['E'] / E - 1:+.2e}")
print("alpha_p AT SLOWEST AND FASTEST RAMP")
for name in names:
    al = results[name]["alpha"]
    print(f"{name}: {al[0]:.5f}, {al[-1]:.5f}")
print(f"HISTORY TEST at 10 K/min: start at {T_LATE:.0f} K with"
      f" alpha = {1 - C_LATE:.1f}")
print(f"first-order peak shift: size {abs(shift['first order']):.1e} K")
print(f"second-order peak shift = {shift['second order']:+.3f} K")
print("ALL CHECKS PASSED")
```

Output:

```
Boltzmann constant = 8.617333e-05 eV/K
activation energy E = 2.000 eV, prefactor A = 1.00e+21 1/s
E/kB = 23209.04 K, ln(A*kB/E) = 38.3020 (A*kB/E in 1/(K s))
FIRST ORDER, simulated peaks
beta =    2 K/min = 0.03333 K/s: Tp = 431.107 K, 1000/Tp = 2.31961 1/K, ln(beta/Tp^2) = -15.5339
beta =    5 K/min = 0.08333 K/s: Tp = 438.298 K, 1000/Tp = 2.28156 1/K, ln(beta/Tp^2) = -14.6507
beta =   10 K/min = 0.16667 K/s: Tp = 443.895 K, 1000/Tp = 2.25278 1/K, ln(beta/Tp^2) = -13.9829
beta =   20 K/min = 0.33333 K/s: Tp = 449.635 K, 1000/Tp = 2.22402 1/K, ln(beta/Tp^2) = -13.3155
beta =   50 K/min = 0.83333 K/s: Tp = 457.450 K, 1000/Tp = 2.18603 1/K, ln(beta/Tp^2) = -12.4337
largest |Tp(simulated) - Tp(Lambert W)| = 4.9e-09 K
E from the slowest and fastest ramps alone = 2.00000 eV
FIRST ORDER at 10 K/min
x = E/(kB*Tp) = 52.285, h(x) = 0.96379, 1-2/x+6/x^2 = 0.96394
k(Tp) = 0.01963 1/s, beta*E/(kB*Tp^2) = 0.01963 1/s
temperature scale kB*Tp^2/E = 8.490 K
ALL LAWS: peak data at 10 K/min, then fit over all five ramps
first order: Tp = 443.895 K, alpha_p = 0.6186, F = 1.0000
   fitted E = 2.00000 eV, fitted A / true A = 1.0000
second order: Tp = 443.605 K, alpha_p = 0.4819, F = 1.0362
   fitted E = 2.00127 eV, fitted A / true A = 1.0718
order 2/3: Tp = 443.995 K, alpha_p = 0.6927, F = 0.9879
   fitted E = 1.99956 eV, fitted A / true A = 0.9763
3D growth: Tp = 444.164 K, alpha_p = 0.6277, F = 0.9677
   fitted E = 1.99878 eV, fitted A / true A = 0.9368
autocatalytic: Tp = 457.686 K, alpha_p = 0.5923, F = 0.1946
   fitted E = 1.99866 eV, fitted A / true A = 0.1880
RELATIVE ERROR OF FITTED E: simulated, and leading term 2c/x^2
second order: +6.33e-04, +7.31e-04
order 2/3: -2.22e-04, -2.44e-04
3D growth: -6.08e-04, -6.51e-04
autocatalytic constant a = 0.01; relative error of E = -6.69e-04
alpha_p AT SLOWEST AND FASTEST RAMP
first order: 0.61893, 0.61816
second order: 0.48240, 0.48138
order 2/3: 0.69302, 0.69238
3D growth: 0.62777, 0.62752
autocatalytic: 0.59242, 0.59222
HISTORY TEST at 10 K/min: start at 430 K with alpha = 0.3
first-order peak shift: size 1.2e-11 K
second-order peak shift = +1.904 K
ALL CHECKS PASSED
```
